Lateral Decay Length in a Double-Gated Film with Anisotropic Permittivity

**Result**

A film of thickness t lies between two gates that touch its faces. Its relative permittivity is ε∥ along the film and ε⊥ across it. Far from a source or drain, the potential disturbance made by that contact falls as exp(−x/λ), with

λ = (t/π) √(ε∥/ε⊥).   (1)

Here x is the distance from the contact along the film, and λ is the distance over which the potential disturbance falls by a factor e. The energy density of the disturbance field taken alone is quadratic in that field, so it falls twice as fast.

The conditions are these:

- The insulator has zero electrical thickness, so each gate fixes the potential of the film face it touches.
- The gates cover the whole region in which the decay is considered.
- The charge in the film is fixed and does not vary with x.
- The permittivity is uniform, its principal axes lie along x and z, and nothing varies along the device width.
- The contact disturbance has a component proportional to sin(πz/t), where z runs from 0 to t across the film.

**The equation for the disturbance**

Let φ(x,z) be the electrostatic potential and ρ(z) the fixed charge density. The displacement has components −ε₀ε∥ ∂φ/∂x and −ε₀ε⊥ ∂φ/∂z, so Gauss's law reads

ε₀ε∥ φ_xx + ε₀ε⊥ φ_zz = −ρ(z).

Subscripts denote derivatives. In an infinitely long channel at the same gate voltages the potential φ₀ depends on z alone and obeys

ε₀ε⊥ φ₀_zz = −ρ(z).

Define the excess potential ψ = φ − φ₀. Subtracting the two equations removes the charge, and dividing by ε₀ gives

ε∥ ψ_xx + ε⊥ ψ_zz = 0.   (2)

Both φ and φ₀ take the gate potentials at the faces, so

ψ(x,0) = ψ(x,t) = 0.   (3)

Fixed doping and gate voltages therefore shape φ₀ but do not enter λ. The two gates may even be at different voltages.

**Projection onto the film thickness**

Define, for n = 1, 2, 3, …, the amplitudes

f_n(x) = (2/t) ∫₀ᵗ ψ(x,z) sin(k_n z) dz,  k_n = nπ/t.

The sines form a complete set on the interval, so ψ = Σ f_n(x) sin(k_n z). Multiply (2) by (2/t) sin(k_n z) and integrate over z. The first term becomes ε∥ f_n''. In the second, integrate by parts twice:

∫ψ_zz sin(k_n z) dz = [ψ_z sin(k_n z)] − k_n[ψ cos(k_n z)] − k_n² ∫ψ sin(k_n z) dz.

The first bracket vanishes because the sine is zero at both faces, and the second because ψ is zero there. What remains is

ε∥ f_n'' − ε⊥ k_n² f_n = 0,

or

f_n'' = f_n/λ_n²,  λ_n = (1/k_n)√(ε∥/ε⊥) = λ/n.   (4)

For a single contact at x = 0 and a film extending to large x, a bounded potential excludes the growing exponential. Hence

ψ(x,z) = Σ f_n(0) sin(nπz/t) exp(−nx/λ).   (5)

To see that the first term wins, suppose |ψ| ≤ M on the contact. Then |f_n(0)| ≤ 2M, and with r = exp(−x/λ) all terms beyond the first add up to at most

2M(r² + r³ + …) = 2M r²/(1 − r).

Relative to the first term, which is proportional to r, this vanishes as x grows. Equation (1) follows whenever f₁(0) ≠ 0. If the contact disturbance is odd about the midplane, every odd-n coefficient vanishes, and the longest length that can appear is λ/2.

The two permittivities act in opposite directions. Flux enters along the film and leaves through the gates. A large ε∥ carries more flux along the film for a given lateral field, while a large ε⊥ drains it to the gates more readily. Balancing ε∥/λ² against ε⊥π²/t² gives the square root.

**When the principal axes are tilted**

If the crystal axes are tilted in the x–z plane, the permittivity has an off-diagonal element ε_xz. Write ε_xx and ε_zz for the diagonal elements. Equation (2) becomes

ε_xx ψ_xx + 2ε_xz ψ_xz + ε_zz ψ_zz = 0.

Insert ψ = exp(−x/λ) exp(sz), which gives

ε_zz s² − (2ε_xz/λ)s + ε_xx/λ² = 0,

s = [ε_xz ± i√(ε_xxε_zz − ε_xz²)]/(ε_zzλ).

The square root is real because a stable dielectric has a positive-definite permittivity. The two solutions combine into a common exponential times a sine, which vanishes at both faces if the imaginary part of s equals π/t. For the longest mode,

λ = (t/π) √(ε_xxε_zz − ε_xz²)/ε_zz.   (6)

This returns to (1) when ε_xz = 0. A calculation that keeps the diagonal elements but drops ε_xz overestimates λ.

**Profile near a uniform contact**

Let the whole contact face have excess ψ_c. Then

f_n(0) = (2ψ_c/t) ∫₀ᵗ sin(nπz/t) dz = (2ψ_c/nπ)[1 − (−1)ⁿ],

which is 4ψ_c/(nπ) for odd n and zero for even n. At the midplane, sin(nπ/2) alternates between +1 and −1 over odd n. With u = x/λ,

ψ_mid = (4ψ_c/π)(e⁻ᵘ − e⁻³ᵘ/3 + e⁻⁵ᵘ/5 − …) = (4ψ_c/π) arctan(e⁻ᵘ).   (7)

Differentiation gives

−dψ_mid/dx = (4ψ_c/πλ) e⁻ᵘ/(1 + e⁻²ᵘ) = 2ψ_c/(πλ cosh u).

The midplane field at the contact is therefore 2ψ_c/(πλ). Near the corners, where the contact meets a gate at another potential, the ideal model has a singular field, so this value is not the maximum field of the device.

Dividing the slope by ψ_mid and expanding in e⁻²ᵘ gives the local decay rate

(1/λ)[1 − (2/3)e⁻²ᵘ + …].

A decay length extracted at the midplane too near a uniform contact is thus too long. The leading relative excess is 9 percent at x = λ and 1.2 percent at x = 2λ.

**Source, drain and barrier lowering**

Now put a source with uniform excess ψ_s at x = 0 and a drain with uniform excess ψ_d at x = L, both positive. The first amplitude is the solution of (4) with both end values imposed:

f₁(x) = (4/π)[ψ_s sinh((L−x)/λ) + ψ_d sinh(x/λ)]/sinh(L/λ).

For L ≫ λ and x several λ from either end, this becomes

f₁ ≈ (4/π)[ψ_s e^(−x/λ) + ψ_d e^(−(L−x)/λ)].

Setting the derivative to zero makes the two terms equal, so

x₀ = L/2 − (λ/2) ln(ψ_d/ψ_s).   (8)

Each term then equals √(ψ_sψ_d) e^(−L/2λ), and the minimum along the midplane is

ψ_min ≈ (8/π) √(ψ_sψ_d) exp(−L/2λ).   (9)

An electron has potential energy −qψ relative to the long channel, where q is the elementary charge. A positive ψ_min therefore lowers the top of the midplane band-edge barrier by qψ_min. For an undoped film with equal gate voltages φ₀ is uniform, and the midplane is the depth at which the barrier is lowest.

The drain enters (9) through a square root, so barrier lowering per volt depends on the bias interval over which it is defined. Solving (9) for L gives a design rule for a permitted lowering ψ_max:

L ≥ 2λ ln[8√(ψ_sψ_d)/(πψ_max)].   (10)

It holds for the assumptions of (1), uniform contacts, and a solution L that is several times λ.

**A finite insulator**

Let an isotropic insulator of thickness t_i and permittivity ε_i separate each face from its gate. Measure s from the midplane. The longest mode has no node inside the stack and is even in s. In the film it is

A cos(κs) e^(−x/λ),  κ = (1/λ)√(ε∥/ε⊥),

and in the upper insulator it is

B sin[(t/2 + t_i − s)/λ] e^(−x/λ),

which vanishes at the gate. At s = t/2 the potential and the normal displacement are continuous:

A cos(κt/2) = B sin(t_i/λ),

ε⊥κA sin(κt/2) = (ε_i/λ)B cos(t_i/λ).

Divide the second equation by the first, multiply by λ tan(t_i/λ), and use ε⊥κλ = √(ε∥ε⊥):

√(ε∥ε⊥) tan[(t/2λ)√(ε∥/ε⊥)] tan(t_i/λ) = ε_i.   (11)

For λ larger than both (t/π)√(ε∥/ε⊥) and 2t_i/π, both tangents are positive and decrease as λ grows. Their product runs from infinity to zero, so there is one root in this range. That is the root to compute. For a root finder, start the bracket just above the larger of the two limits and end it at any λ large enough to make the left side of (11) smaller than ε_i.

Let the insulator be thin enough that t_i ≪ λ and √(ε∥ε⊥) t_i/λ ≪ ε_i. Then tan(t_i/λ) ≈ t_i/λ, and the other tangent must be large. Write κt/2 = π/2 − δ, so that tan(κt/2) ≈ 1/δ. Equation (11) then gives δ ≈ κε⊥t_i/ε_i, and hence

κ(t + 2t_iε⊥/ε_i) ≈ π,

λ ≈ (1/π)√(ε∥/ε⊥)(t + 2t_iε⊥/ε_i).   (12)

The insulator is negligible when t_i ≪ λ and 2t_iε⊥/(ε_i t) ≪ 1. A small physical thickness alone is not enough if ε_i is also small.

**Mobile charge**

Suppose a uniform electron density n is neutralized by fixed charge, and its quasi-Fermi level is constant. For nondegenerate electrons at temperature T, an excess ψ changes the charge density by

−qn[exp(qψ/k_BT) − 1] ≈ −q²nψ/(k_BT),

provided |ψ| ≪ k_BT/q. Equation (2) acquires a right-hand side q²nψ/(ε₀k_BT). Repeating the projection gives, for the first mode,

1/λ'² = 1/λ² + 1/ℓ²,  ℓ² = ε₀ε∥k_BT/(q²n).   (13)

Mobile electrons shorten the decay. Equation (1) applies when λ ≪ ℓ, as in the barrier region of the off state treated below.

**Worked example**

The parameters are rough, round values for a transistor with a layered semiconductor channel: t = 8 nm, ε∥ = 16, ε⊥ = 7 and L = 25 nm. The source excess is 0.40 V. A drain bias of 0.40 V raises the drain excess from 0.40 to 0.80 V. The film is undoped, the gates are at equal voltage, and the temperature is 300 K.

Equation (1) gives

λ = (8 nm/π)√(16/7) = 2.5465 nm × 1.5119 = 3.85 nm = 3.85 × 10⁻⁹ m.

An isotropic film of the same thickness has λ = 2.55 nm. The ratio L/λ is 6.49 for the anisotropic film and 9.82 for the isotropic one.

With no drain bias,

ψ_min = (8/π)(0.40 V) exp(−6.494/2) = 39.6 mV.

With drain bias, √(0.40 × 0.80) = 0.566 replaces 0.40, and ψ_min = 56.0 mV. The barrier lowering over this interval is

(56.03 − 39.62) mV/0.40 V = 41 mV/V.

The isotropic film gives 7.8 mV/V at the same t, L and contact potentials. The ratio is exp[(9.817 − 6.494)/2] = 5.3: a change of about one half in λ becomes a factor of five, because λ stands in an exponent. Equation (8) puts the biased minimum at 11.2 nm, displaced from the centre toward the source.

If 10 mV is permitted at the biased drain, (10) asks for

L ≥ 2(3.85 nm) ln[8(0.566 V)/(π × 0.010 V)] ≈ 38.3 nm.

**Numerical checks**

Equation (2) was solved by finite differences with spacing h = 0.2 nm in both directions, and the midplane decay was read between 16 and 20 nm from a uniform contact. The result was 3.852 nm against 3.850 nm from (1). For ε∥/ε⊥ = 4/9 the two values were 1.699 and 1.698 nm. A contact potential of opposite sign in the two halves of the film, read at quarter depth, gave 1.928 nm against λ/2 = 1.925 nm.

The small excess has a calculable part. On this grid the first mode obeys

ε∥ sinh²(h/2λ_h) = ε⊥ sin²(πh/2t).

Expanding both sides to the next order in h gives

λ_h ≈ λ[1 + (h²/24)(π²/t² + 1/λ²)].

For the example this is a relative excess of 0.037 percent. The measured excess is 0.044 percent; the remaining 0.007 percent is the third mode, still present between 16 and 20 nm according to (7). An implementer can use it to choose the grid. A two-contact solution gave a barrier lowering of 40.9 mV/V for the anisotropic film and 7.8 mV/V for the isotropic one, in agreement with (9). The complete set of values is in the numerical output.

**What the ideal model leaves out**

The insulator is the largest correction to λ examined here for the off state. With t_i = 2 nm and ε_i = 20, equation (11) gives λ = 4.56 nm, 18 percent above the ideal value; a finite-element solution of the stack gives the same. The thin-layer rule (12) gives 4.52 nm. At fixed L, the factor exp(−L/2λ) grows by a factor of 1.65. The prefactor in (9) also changes with the mode shape and was not recalculated, so 1.65 is not a complete correction to the barrier lowering.

If the whole 0.80 V fell across the insulator near the drain, its field would be 4.0 MV/cm. That is high enough for breakdown and leakage to need separate assessment. For an assumed barrier of 2.0 eV, which the 0.80 V drop lowers to 1.6 eV on average, and a tunnelling mass of 0.2 free-electron masses, the WKB transmission is about 10⁻⁵. This is a probability per attempt, not a leakage current.

Electrons also spill from the contact into the film. With a density of 10¹⁹ cm⁻³ at the contact, a nonlinear solution leaves the tail at 3.852 nm and lowers the zero-bias minimum by 0.12 mV, about 0.3 percent (from 39.6 to 39.5 mV on the 0.2 nm grid). The effect is small because the source field, 2(0.40 V)/(πλ) = 0.066 V/nm, reduces the electron density by a factor e in w ≈ (0.0259 V)/(0.066 V/nm) = 0.39 nm. A charge layer this thin beside a fixed-potential contact lowers the potential beyond it by about qnw²/(ε₀ε∥) ≈ 1.7 mV, or 0.4 percent of 0.40 V. This estimate gives the size of the effect and is somewhat larger than the computed 0.3 percent. The 0.2 nm grid has only about two steps per w; finer grids graded toward the contact move both minima down by about 0.04 mV, to 39.54 and 39.42 mV, and leave the shift unchanged. The contact density is 0.95 of the one-valley effective density of states, so Boltzmann statistics are marginal at the contact itself.

The on state is different. A sheet density of 10¹² cm⁻², spread uniformly over 8 nm and neutralized, gives ℓ = 4.28 nm and λ' = 2.86 nm. The ideal length is then too long, and (13) is itself an estimate because gate-induced electrons are not uniform in depth. It also describes only the part of the tail where |ψ| ≪ k_BT/q, and it assumes a constant quasi-Fermi level, which a channel carrying current does not have.

Tunnelling through the source barrier was estimated along the midplane with transmission 1/(1 + e^(2S)), where S is the integral of √(2m(E_c − E))/ħ through the barrier, E_c is the conduction-band edge, E is the electron energy and m is half the free-electron mass. Weighted by the Boltzmann factor, and with the drain biased, it amounts to roughly one eighth of the classical over-barrier current. This is not the net quantum correction, because reflection above the barrier, ignored here, removes a comparable amount: solving the one-dimensional Schrödinger equation for the same midplane barrier gives 0.12 gained by tunnelling and 0.09 lost to reflection, a net change of about 0.03 of the classical current.

An out-of-plane mass of 0.7 free-electron masses gives a confinement energy of 8 meV. That value is for a potential that is flat across the film. The excess potential varies with z, so the shift measured from the midplane band edge changes with x. The fixed-charge λ is unchanged, but the lowest subband feels an average of the excess over depth. To first order the average of sin(πz/t), weighted by the subband density, is 8/(3π) = 0.85, so at this order the barrier lowering of this subband is about 35 mV/V instead of 41 mV/V. First order is only approximate here, because the excess of 40 to 56 meV is larger than the confinement energy; diagonalizing the depth problem gives 36 mV/V. At 300 K the lowest subband holds only about three quarters of the thermal weight at the barrier, and the Boltzmann sum over subbands gives about 34 mV/V. The midplane field at the drain is 1.3 MV/cm, which is large. With an assumed gap of 1.3 eV, the drain bending of 0.80 eV does not bring the drain conduction band down to the channel valence band, so direct band-to-band tunnelling is closed in this model.

Raising the temperature to 360 K with permittivities and potentials fixed leaves λ unchanged. The Boltzmann factor for the 0.344 eV source barrier nevertheless grows by a factor of 9.2, so leakage can rise strongly without any change in electrostatic scale length.

**Relation to real devices**

Layered semiconductors can have a larger permittivity along their layers than across them, which is the regime of the example. An 8 nm film is thick compared with a channel of one or a few atomic layers. For such thin channels t becomes comparable with the layer spacing, a uniform permittivity is doubtful, and the insulator is no longer a small correction, so (12) fails. Equation (11) does not need a thin insulator, but it still assumes the doubtful uniform permittivity and is then only an estimate. In an insulated-gate transistor the insulator has a finite thickness, so the assumption of zero electrical thickness is broken from the start; for the stack above, that moves λ from 3.85 to 4.56 nm. Real contacts need not be vertical equipotentials. Within the fixed-charge model and under fully covering gates, their shape changes the amplitudes f_n(0) but not the lengths λ_n. For a complete device, (11) is the better starting point, and (1) is its zero-insulator limit.

Computed values

```
Film thickness: 8.0 nm; gate length: 25.0 nm
Relative permittivity along, across: 16.0, 7.0
Source excess, drain excess: 0.40, 0.80 V
Drain bias: 0.40 V; temperature: 300 K
Square root of permittivity ratio: 1.5119
Decay length, formula: 3.8499 nm = 3.8499e-09 m
Decay length, finite differences: 3.8516 nm
Isotropic decay length, formula: 2.5465 nm
Isotropic decay length, finite differences: 2.5478 nm
Ratio 4/9 decay length, formula: 1.6977 nm
Ratio 4/9 decay length, finite diff.: 1.6991 nm
Odd-data decay length, formula: 1.9250 nm
Odd-data decay length, finite differences: 1.9278 nm
Gate length / decay length: 6.494
Gate length / isotropic decay length: 9.817
Anisotropic minimum, zero bias, formula: 39.62 mV
Anisotropic minimum, zero bias, finite diff.: 39.58 mV
Anisotropic minimum, drain biased, formula: 56.03 mV
Anisotropic minimum, drain biased, finite diff.: 55.93 mV
Anisotropic barrier lowering, formula: 41.03 mV/V
Anisotropic barrier lowering, finite diff.: 40.88 mV/V
Isotropic minimum, zero bias, formula: 7.52 mV
Isotropic minimum, zero bias, finite diff.: 7.54 mV
Isotropic minimum, drain biased, formula: 10.63 mV
Isotropic minimum, drain biased, finite diff.: 10.65 mV
Isotropic barrier lowering, formula: 7.79 mV/V
Isotropic barrier lowering, finite diff.: 7.79 mV/V
Minimum position, formula: 11.17 nm; grid: 11.2 nm
Insulator thickness: 2.0 nm; permittivity: 20.0
Decay length with insulator, matching: 4.5562 nm
Decay length with insulator, finite elements: 4.5562 nm
Decay length with insulator, thin-layer rule: 4.5236 nm
Insulator increase of decay length: 18.3 percent
Insulator growth of exp(-L/2lam): factor 1.654
Insulator field, upper estimate: 4.00 MV/cm
Insulator barrier: 2.0 eV; mass: 0.2 m_e
Insulator WKB transmission: 9.24e-06
Contact electron density: 1.00e+19 cm^-3
Effective density of states, one valley: 1.05e+19 cm^-3
Contact density / density of states: 0.95
Tail decay length with spilled electrons: 3.8516 nm
Zero-bias minimum with spilled electrons: 39.46 mV
On-state sheet density: 1.0e+12 cm^-2
On-state screening length: 4.276 nm
On-state decay length, formula: 2.8612 nm
On-state decay length, finite diff.: 2.8625 nm
Masses along, across: 0.5, 0.7 m_e
Source-drain tunnelling / over-barrier current: 0.125
Confinement energy: 8.39 meV
Midplane field at drain: 1.323 MV/cm
Band gap: 1.30 eV; drain band bending: 0.80 eV
Source barrier under drain bias: 0.3441 eV
Boltzmann factor gain at 360 K: 9.19
```
